# Optical strength of the bound states of a two-dimensional exciton

**Setting.** In a monolayer semiconductor an electron and a hole move in a plane. Their bands are isotropic and parabolic, with reduced mass $\mu$, and they attract through

$$V(r)=-\frac{e^2}{4\pi\varepsilon_0\kappa r},$$

where $\kappa$ is the dielectric constant of the surroundings. Define

$$a=\frac{4\pi\varepsilon_0\kappa\hbar^2}{\mu e^2},\qquad \mathrm{Ry}=\frac{\hbar^2}{2\mu a^2}.$$

The layer holds no free carriers. The photon momentum is neglected, so a pair is created with zero total momentum. The interband momentum matrix element $p$ is non-zero and independent of the wave vector $\mathbf k$. One valley and one spin combination are considered. The optical strength $S$ of a line is its squared momentum matrix element per unit area. Energies of the relative motion are measured from the band gap $E_g$.

## Part (a)

**Question.** Express $S$ through the wave function $\psi(\mathbf r)$ of the relative motion. Which angular momenta contribute?

**Answer.** Let $|\mathbf k\rangle$ be the state in which one electron has been lifted from the valence to the conduction band at $\mathbf k$. The exciton is $|X\rangle=\sum_{\mathbf k}c_{\mathbf k}|\mathbf k\rangle$ with $\sum_{\mathbf k}|c_{\mathbf k}|^2=1$. In a layer of area $A$ the relative wave function is

$$\psi(\mathbf r)=\frac1{\sqrt A}\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},\qquad \int|\psi|^2d^2r=1 .$$

Each pair state is reached from the filled valence band with the same element $p$. The amplitudes therefore add:

$$\langle X|P|0\rangle=p\sum_{\mathbf k}c^*_{\mathbf k}=p\sqrt A\,\psi^*(0).$$

Squaring and dividing by $A$ gives

$$S=|p|^2|\psi(0)|^2 .$$

Light creates the electron and the hole at the same place, so the strength measures the probability density of finding them together.

For angular momentum $m$ write $\psi=R(r)e^{im\varphi}$. Near the origin the kinetic terms dominate, $R''+R'/r-m^2R/r^2=0$. The trial form $R=r^s$ gives $s^2=m^2$, and the regular solution is $r^{|m|}$. It vanishes at the origin unless $m=0$. Only s states have strength in this model.

## Part (b)

**Question.** Find the bound s levels, numbered $N=1,2,3,\dots$, and their values of $|\psi_N(0)|^2$.

**Answer.** For $m=0$ the Schrödinger equation, multiplied by $-2\mu/\hbar^2$, is

$$\psi''+\frac{\psi'}r+\frac{2}{ar}\psi+\frac{2\mu E}{\hbar^2}\psi=0 .$$

Set $E=-\mathrm{Ry}/\nu^2$ with $\nu>0$, so that the last coefficient is $-1/(\nu a)^2$, and let $\rho=2r/(\nu a)$. Each $r$ derivative brings a factor $2/(\nu a)$. Division by $4/(\nu a)^2$ turns $2/(ar)=4/(\nu a^2\rho)$ into $\nu/\rho$, and the equation becomes

$$u''+\frac{u'}\rho+\left(\frac\nu\rho-\frac14\right)u=0 .$$

At large $\rho$ the decaying solution behaves as $e^{-\rho/2}$, up to a power. Put $u=e^{-\rho/2}L(\rho)$. Then $u'=e^{-\rho/2}(L'-L/2)$ and $u''=e^{-\rho/2}(L''-L'+L/4)$. The terms $\pm L/4$ cancel, and multiplication by $\rho$ leaves

$$\rho L''+(1-\rho)L'+\left(\nu-\tfrac12\right)L=0 .$$

With $L=\sum_jc_j\rho^j$, the coefficient of $\rho^j$ gives $(j+1)^2c_{j+1}=(j-\nu+\tfrac12)c_j$. The second solution, which contains $\ln\rho$, is excluded: its Laplacian has a delta function at the origin that nothing in the Hamiltonian balances.

If the series never ends, $c_{j+1}/c_j\to1/j$ and $L$ grows as $e^\rho$ up to a power, so $u$ diverges. It must end, which requires $\nu-\frac12=n$ with $n=0,1,2,\dots$ With $N=n+1$,

$$E_N=-\frac{\mathrm{Ry}}{(N-\frac12)^2}.$$

Choosing $c_0=1$, the recurrence gives $c_j=(-1)^j\binom nj/j!$. This is the Laguerre polynomial $L_n$, with $L_n(0)=1$. Hence $\psi_N(r)=\psi_N(0)e^{-\rho/2}L_n(\rho)$.

The norm needs $I_n=\int_0^\infty\rho e^{-\rho}L_n^2\,d\rho$. The product rule for the $n$th derivative shows that the coefficients above are those of

$$L_n=\frac{e^\rho}{n!}\frac{d^n}{d\rho^n}\left(\rho^ne^{-\rho}\right).$$

Insert this for one factor $L_n$ and integrate by parts $n$ times. The boundary terms vanish, because each lower derivative of $\rho^ne^{-\rho}$ still contains a factor $\rho$ and decays at infinity. With $q=\rho L_n$,

$$I_n=\frac{(-1)^n}{n!}\int_0^\infty q^{(n)}\rho^ne^{-\rho}d\rho .$$

Only the two highest powers of $q$ survive $n$ derivatives: $q^{(n)}=c_n(n+1)!\,\rho+c_{n-1}n!$. Here $c_n=(-1)^n/n!$ and $c_{n-1}=-(-1)^nn^2/n!$, the latter being zero for $n=0$. Using $\int_0^\infty\rho^se^{-\rho}d\rho=s!$,

$$I_n=\frac{[(n+1)!]^2-n^2(n!)^2}{(n!)^2}=(n+1)^2-n^2=2n+1=2\nu .$$

Since $r\,dr=(\nu a/2)^2\rho\,d\rho$, normalization reads

$$1=2\pi|\psi_N(0)|^2\left(\frac{\nu a}2\right)^2 2\nu=\pi a^2\nu^3|\psi_N(0)|^2,$$

and therefore

$$|\psi_N(0)|^2=\frac1{\pi a^2(N-\frac12)^3}.$$

## Part (c)

**Question.** What share of the total bound-state strength belongs to the ground state? Obtain a numerical bracket by elementary means, then a closed form.

**Answer.** The ratio to the ground state is $S_N/S_1=(\frac12)^3/(N-\frac12)^3=1/(2N-1)^3$. The share is $1/\Sigma$, where

$$\Sigma=1+\frac1{3^3}+\frac1{5^3}+\frac1{7^3}+\dots$$

The first four terms add to $1.047952$. Let $T$ be the remaining sum over odd $m\ge M=9$. The function $x^{-3}$ is convex, so it lies above its tangent at $m$. Averaging over the symmetric interval from $m-1$ to $m+1$ gives $m^{-3}\le\frac12\int_{m-1}^{m+1}x^{-3}dx$. These intervals join without gaps, so

$$T\le\frac12\int_{M-1}^\infty\frac{dx}{x^3}=\frac1{4(M-1)^2}.$$

The function also lies below its chords, so $\int_m^{m+2}x^{-3}dx\le m^{-3}+(m+2)^{-3}$. In the sum over $m$ every term but the first appears twice:

$$\frac1{2M^2}\le2T-\frac1{M^3}\quad\Rightarrow\quad T\ge\frac1{4M^2}+\frac1{2M^3}.$$

With $M=9$ this gives $1.051725\le\Sigma\le1.051859$, and the share lies between $0.95070$ and $0.95082$.

For the closed form use $\zeta(3)=\sum_{m\ge1}m^{-3}$. Its even terms sum to $\sum_j(2j)^{-3}=\zeta(3)/8$. All terms are positive and the sum converges, so they may be removed:

$$\Sigma=\frac78\zeta(3)=1.051800,\qquad \frac{S_1}{\sum_NS_N}=\frac{8}{7\zeta(3)}=0.95075 .$$

The ground state carries about 95 percent of the bound-state total. The second level raises the running share to 98.6 percent and the third to 99.4 percent. Neither $\mu$ nor $\kappa$ enters, because both act through the common factor $1/a^2$.

## Part (d)

**Question.** Is this also the ground state's share of the whole absorption? Examine the strength per unit energy just below the gap and far above it.

**Answer.** No. High levels lie close together, with spacing $dE/d\nu=2\,\mathrm{Ry}/\nu^3$. The strength per unit energy, divided by $|p|^2$, tends to

$$\frac{1/(\pi a^2\nu^3)}{2\,\mathrm{Ry}/\nu^3}=\frac1{2\pi a^2\mathrm{Ry}}=\frac{\mu}{\pi\hbar^2}.$$

The lines weaken as fast as they crowd together, so the series approaches the gap with a finite strength density.

For pairs without attraction, each state has $|\psi(0)|^2=1/A$. From $E=\hbar^2k^2/2\mu$, the number of states per area and energy is $(k/2\pi)\,dk/dE=\mu/(2\pi\hbar^2)$. The attraction thus doubles the free strength density at the edge.

Far above the gap, the Coulomb energy at distance $1/k$ is $2\,\mathrm{Ry}\,ka$, while the kinetic energy is $\mathrm{Ry}\,(ka)^2$. Their ratio $2/(ka)$ tends to zero, and the strength density approaches the constant free value. Its integral grows without limit as the upper energy is raised. A share of the whole absorption has no definite value in the effective-mass model.

A finite comparison is possible. The bound total is $7\zeta(3)/(\pi a^2)$ and the free density is $1/(4\pi a^2\mathrm{Ry})$. The bound states therefore have the strength of free pairs over a window of $28\zeta(3)\,\mathrm{Ry}\approx33.7\,\mathrm{Ry}$.

## Part (e)

**Question.** Apply the model to monolayer MoS₂ between layers of hexagonal boron nitride. Take the rough values $\mu=0.27$ electron masses, $\kappa=4.4$ and $E_g=2.1$ eV. How does the share change if oscillator strength, which has a further factor $1/(\text{photon energy})$, is summed instead?

**Answer.** Scaling the hydrogen values,

$$a=0.0529\ \text{nm}\times\frac{4.4}{0.27}=0.862\ \text{nm},\qquad
\mathrm{Ry}=13.6\ \text{eV}\times\frac{0.27}{4.4^2}=0.190\ \text{eV}.$$

The ground level lies at $-4\,\mathrm{Ry}=-0.759$ eV and the second at $-\frac49\mathrm{Ry}=-0.084$ eV. Their contact densities $|\psi(0)|^2$ are $3.42$ and $0.127$ nm⁻², in the ratio $27:1$.

The photon energies are $2.1-0.759=1.341$ eV and $2.1-0.084=2.016$ eV; higher lines approach 2.1 eV. The factor $1/(\text{photon energy})$ favours the lowest line, and the share becomes $0.967$. The closed form of part (c) belongs to squared momentum matrix elements. For oscillator strengths it is approximate, and good when the binding energy is small compared with the gap.

The window of part (d) is $33.7\times0.190\approx6.4$ eV. Parabolic bands cannot be trusted over such a range, so the divergence found there belongs to the model and not to the crystal.

## Part (f)

**Question.** A thin sheet is itself polarizable. With polarizability length $r_0=3.4$ nm (a rough value), the attraction in Fourier space becomes

$$V_q=-\frac{e^2}{2\varepsilon_0q(\kappa+r_0q)},$$

the Rytova–Keldysh potential. Numerical solution with the other parameters held fixed gives:

| $N$ | $E_N$ (meV) | $\lvert\psi_N(0)\rvert^2$ (nm⁻²) | Relative to $N=1$ |
|---|---|---|---|
| 1 | −220.6 | 0.364 | 1 |
| 2 | −52.0 | 0.0390 | 0.107 |
| 3 | −22.5 | 0.0112 | 0.031 |
| 4 | −12.5 | 0.0046 | 0.013 |

The ground-state share of all bound levels is $0.855$. It includes a tail beyond the tenth level that falls as the inverse cube of $\sqrt{\mathrm{Ry}/|E|}$. What does this say about the 95 percent result?

**Answer.** The potential is the Coulomb one multiplied by $1/(1+r_0q/\kappa)$. It is unchanged at distances large compared with $r_0/\kappa=0.77$ nm and weakened at short ones. The ground state, with a root-mean-square pair distance of 1.24 nm, is not large on this scale; the second state, with 5.12 nm, is. The contact density falls by a factor $3.42/0.364=9.4$ for the first level. For the second it falls by the smaller factor $0.1268/0.03903=3.2$: most of that state lies where the potential is nearly unchanged, but it too feels the weakened attraction where the pair meets.

The second line therefore has 11 percent of the strength of the first, instead of 3.7 percent, and the share drops from 95 to about 85 percent. With the factor $1/(\text{photon energy})$ it is 87 percent. The ground state still dominates, but the excited states hold about three times their hydrogenic part: $0.145$ against $0.049$.

The binding energy changes by a larger factor than the share, falling from 759 to 221 meV. Measured values for such encapsulated layers are roughly 0.2 eV, so the Coulomb model is unusable for the energy here. The 95 percent figure requires an exciton very large compared with $r_0/\kappa$, and it is approached slowly: as $r_0$ is reduced, the share is about $0.90$, $0.93$ and $0.947$ when the ground-state pair distance is about 3, 8 and 64 times $r_0/\kappa$.

## Part (g)

**Question.** Assess three further assumptions for this layer: constant $p$, low temperature and absence of free carriers.

**Answer.** *Constant $p$.* In the massive Dirac model of the two bands, the Hamiltonian has $\pm E_g/2$ on its diagonal and couples the orbitals by $\hbar vk$. The band separation is

$$2\sqrt{(E_g/2)^2+\hbar^2v^2k^2}\approx E_g+\frac{2\hbar^2v^2k^2}{E_g}.$$

Equating the last term to $\hbar^2k^2/2\mu$ gives $v^2=E_g/4\mu$. The eigenvectors are $(\cos\frac\theta2,\sin\frac\theta2)$ and $(-\sin\frac\theta2,\cos\frac\theta2)$, with $\tan\theta=2\hbar vk/E_g$. For the favoured circular polarization the operator takes the lower orbital to the upper one. Its element is reduced by

$$g(k)=\cos^2\frac\theta2=\frac12\left[1+\frac1{\sqrt{1+\hbar^2k^2/(\mu E_g)}}\right].$$

Weighting the pair amplitudes of part (f) by $g$, with the states themselves held fixed, multiplies the strengths of the first two levels by $0.852$ and $0.803$. (The values $0.854$ and $0.806$ in the listing come from cutting the $k$ integral at 20 nm⁻¹; the third digit depends on this cut.) Their ratio changes by only 6 percent. If all excited levels took the second factor, the share would be

$$\frac{0.855\times0.852}{0.855\times0.852+0.145\times0.803}\approx0.86 .$$

With the states held fixed, the reduced matrix element thus lowers the strengths by 15 to 20 percent but hardly moves the share. The same band mixing also changes the kinetic energy and the attraction. These changes are left out here, so the two factors are not predictions of the actual strengths.

*Temperature.* At 300 K the thermal energy is 25.9 meV. Two levels of part (f) are bound more deeply than this; the shallower ones hold about 5 percent of the bound strength. Ionization and line broadening may make these hard to separate from the continuum, though the model contains no linewidths. If the first two lines alone are counted, the ground state has $1/1.107=90$ percent of their sum.

*Free carriers.* A gate readily adds $n=10^{12}$ cm⁻² $=0.01$ nm⁻². For equal electron and hole masses, two spins and two valleys, the Fermi energy is 2.2 meV, well below $k_BT$. The carriers are then nearly classical: a weak, slowly varying potential energy $U$ changes their density by $-nU/k_BT$. The Coulomb energy of this induced density is $-q_sU/q$, with

$$q_s=\frac{e^2n}{2\varepsilon_0\kappa k_BT}.$$

Adding it to the bare energy $U_0$ gives $U=U_0/(1+q_s/q)$. In this linear estimate, attraction is suppressed at distances beyond

$$\frac1{q_s}=\frac{4.4\times0.02585\ \text{eV}}{2\pi\times1.44\ \text{eV nm}\times0.01\ \text{nm}^{-2}}=1.26\ \text{nm},$$

where $e^2/4\pi\varepsilon_0=1.44$ eV nm. This length must not be taken literally. The carriers are about 10 nm apart, so a circle of this radius holds only 0.05 of them on average. The Coulomb energy of the pair at 1.26 nm is about $10\,k_BT$, whereas the linear response requires $U$ to be small compared with $k_BT$. The estimate also leaves out the sheet's own polarizability and assumes that the carriers follow the pair's motion. It therefore does not predict how the lines change in a transistor channel that is switched on; that needs a theory of the exciton interacting with individual carriers. The shares found here assume a layer gated to neutrality.

The numerical output below lists the values to more digits.

## Computed results

```
reduced mass = 0.27 m_e; kappa = 4.4; r0 = 3.4 nm
band gap = 2.1 eV; temperature = 300 K
Bohr radius a = 0.8624 nm; Ry = 189.7 meV
Coulomb model: N, energy (meV), |psi(0)|^2 (nm^-2),
  strength relative to N=1, running part of bound total
  1   -759.00  3.42421  1.000000  0.95075
  2    -84.33  0.12682  0.037037  0.98596
  3    -30.36  0.02739  0.008000  0.99357
  4    -15.49  0.00998  0.002915  0.99634
  5     -9.37  0.00470  0.001372  0.99765
largest relative energy error of formula, N=1..10: 1.1e-08
largest relative contact-density error, N=1..10: 2.0e-05
zeta(3) = 1.202057; 7 zeta(3) = 8.414398
sum of inverse odd cubes = 1.051800
first four terms = 1.047952
bracket of sum: 1.051725 to 1.051859
bracket of share: 0.95070 to 0.95082
ground-state share = 0.95075; excited = 0.04925
share with 1/(photon energy), Coulomb = 0.9670
Rytova-Keldysh: N, energy (meV), |psi(0)|^2 (nm^-2), relative
  1   -220.65  0.36379  1.00000
  2    -51.98  0.03905  0.10734
  3    -22.54  0.01115  0.03066
  4    -12.49  0.00460  0.01265
ground-state share, Rytova-Keldysh = 0.8548
same with 1/(photon energy) = 0.8659
k-integral / psi(0), 1s and 2s: 0.9962, 0.9962
band-mixing strength factor, 1s and 2s: 0.854, 0.806
thermal energy = 25.85 meV
Rytova-Keldysh levels bound by more than kT: 2
part of bound strength in shallower levels = 0.0534
rms pair distance, 1s and 2s: 1.24, 5.12 nm
carrier density = 1.0e+12 cm^-2
Fermi energy at zero temperature = 2.22 meV
static screening length at 300 K = 1.26 nm
```
